# The Kohn-Luttinger anisotropic envelope for a silicon donor valley: a numerical check

```python
"""
Result under test: for H = -(hbar^2/2)[(dx^2+dy^2)/m_t + dz^2/m_l]
- e^2/(4 pi eps0 eps r), the normalized trial envelope
F = exp(-sqrt((x^2+y^2)/a^2 + z^2/b^2))/sqrt(pi a^2 b)
has minimum energy E = -Ry* g(s)^2/t(s), where s = b/a,
g = arccos(s)/sqrt(1-s^2), t = (2+gamma/s^2)/3, gamma = m_t/m_l.
The transverse radius is a = a* t/g. Here a* and Ry* are the effective
Bohr radius and rydberg built from m_t and eps.
Energies are in meV and lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import eval_genlaguerre, eval_legendre, roots_laguerre

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e21   # meV nm^2
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e12    # meV nm
M_T, M_L = 0.19, 0.92
EPS_MAIN, EPS_ALT = 11.4, 11.9
LATTICE, VALLEY_FRACTION = 0.543, 0.85
GAMMA = M_T / M_L


def g_shape(s):
    """Angular Coulomb factor, for oblate (s<1) or prolate (s>1) shape."""
    if s < 1:
        return np.arccos(s) / np.sqrt(1 - s*s)
    return np.arccosh(s) / np.sqrt(s*s - 1)


def t_shape(s, gamma):
    return (2 + gamma / s**2) / 3


def slope_factor(s):
    g = g_shape(s)
    return (1 - s*g) / (g * (1 - s*s))


def best_shape(gamma):
    def condition(s):
        return slope_factor(s) - gamma / (s * (2*s*s + gamma))
    return brentq(condition, 1e-6, 0.9999, xtol=1e-14)


def formula_solution(eps):
    """Radii and energy from the derived closed forms."""
    s = best_shape(GAMMA)
    bohr = 2 * KIN * eps / (M_T * COUL)
    rydberg = COUL / (2 * eps * bohr)
    g, t = g_shape(s), t_shape(s, GAMMA)
    a = bohr * t / g
    return a, s*a, -rydberg * g*g / t, bohr, rydberg


R_NODE, R_WEIGHT = np.polynomial.legendre.leggauss(70)
U_NODE, U_WEIGHT = np.polynomial.legendre.leggauss(50)


def averages(a, b):
    """Norm integral, <kx^2+ky^2>, <kz^2>, <1/r> in physical space."""
    r_max = 14 * max(a, b)
    r = (0.5 * r_max * (R_NODE + 1))[:, None]
    u = U_NODE[None, :]
    measure = np.pi * r_max * R_WEIGHT[:, None] * U_WEIGHT * r**2
    rho, z = r * np.sqrt(1 - u*u), r * u

    def f(p, q):
        return np.exp(-np.sqrt((p/a)**2 + (q/b)**2))

    h = 1e-4
    d_rho = (f(rho + h, z) - f(rho - h, z)) / (2*h)
    d_z = (f(rho, z + h) - f(rho, z - h)) / (2*h)
    density = f(rho, z)**2
    norm = np.sum(measure * density)
    return (norm, np.sum(measure * d_rho**2) / norm,
            np.sum(measure * d_z**2) / norm,
            np.sum(measure * density / r) / norm)


def energy_parts(a, b, eps):
    _, k_perp, k_z, inv_r = averages(a, b)
    return KIN * (k_perp/M_T + k_z/M_L), -COUL * inv_r / eps


def direct_minimum(eps):
    """Minimize the quadrature energy over both radii."""
    def energy(logs):
        return sum(energy_parts(*np.exp(logs), eps))
    res = minimize(energy, np.log([3.0, 2.0]), method="Nelder-Mead",
                   options={"xatol": 1e-7, "fatol": 1e-10,
                            "maxiter": 500})
    assert res.success
    a, b = np.exp(res.x)
    return a, b, res.fun


def diagonalized_level(gamma, l_max, n_rad, lam=1.2):
    """Lowest level in Ry*, after z is stretched by 1/sqrt(gamma).

    The kinetic energy is then isotropic and the potential is
    -2/(r sqrt(1-(1-gamma)u^2)), with u the cosine of the polar angle.
    """
    x, w = roots_laguerre(70)
    u, wu = np.polynomial.legendre.leggauss(80)
    profile = 1 / np.sqrt(1 - (1 - gamma) * u*u)
    labels, values, slopes = [], [], []
    for l in range(0, l_max + 1, 2):
        for n in range(n_rad):
            lag = eval_genlaguerre(n, 2*l + 2, x)
            dlag = -eval_genlaguerre(n-1, 2*l + 3, x) if n else 0*x
            p = x**(l+1) * lag
            dp = (l+1) * x**l * lag + x**(l+1) * dlag - p/2
            size = np.sqrt(np.sum(w * p*p))
            labels.append(l)
            values.append(p / size)
            slopes.append(dp / size)
    ls = np.array(labels)
    p, dp = np.array(values), np.array(slopes)
    same = ls[:, None] == ls[None, :]
    overlap = same * ((p*w) @ p.T)
    assert np.allclose(overlap, np.eye(len(ls)), atol=1e-7)
    centrifugal = (ls*(ls+1))[:, None] * ((p*w/x**2) @ p.T)
    kinetic = same * ((dp*w) @ dp.T + centrifugal)
    leg = np.array([np.sqrt(l + 0.5) * eval_legendre(l, u) for l in ls])
    angular = (leg * wu * profile) @ leg.T
    potential = -2 * angular * ((p*w/x) @ p.T)
    ham = (2*lam)**2 * kinetic + 2*lam * potential
    ham = (ham + ham.T) / 2
    return eigh(ham, overlap, eigvals_only=True)[0]


# Closed-form averages against quadrature, away from the optimum
for a_test, b_test in [(3.0, 1.2), (2.0, 1.7)]:
    norm, k_perp, k_z, inv_r = averages(a_test, b_test)
    assert np.isclose(norm, np.pi * a_test**2 * b_test, rtol=1e-6)
    assert np.isclose(k_perp, 2 / (3*a_test**2), rtol=1e-5)
    assert np.isclose(k_z, 1 / (3*b_test**2), rtol=1e-5)
    assert np.isclose(inv_r, g_shape(b_test/a_test)/a_test, rtol=1e-6)

# Closed-form optimum against direct two-radius minimization
solutions, direct = {}, {}
for eps in (EPS_MAIN, EPS_ALT):
    solutions[eps] = formula_solution(eps)
    direct[eps] = direct_minimum(eps)
    assert np.allclose(solutions[eps][:3], direct[eps], rtol=2e-5)
invariants = [-v[2] * v[0]**2 for v in direct.values()]
assert np.isclose(invariants[0], invariants[1], rtol=5e-5)

a, b, energy, bohr, rydberg = solutions[EPS_MAIN]
a_alt, b_alt, energy_alt, _, _ = solutions[EPS_ALT]
s = b / a
kinetic, potential = energy_parts(a, b, EPS_MAIN)
assert np.isclose(potential, -2*kinetic, rtol=1e-5)

# One stationary shape over a wide range, and both limiting shapes
shapes = np.r_[np.linspace(0.01, 0.99, 200), np.linspace(1.01, 5, 200)]
slopes = np.array([slope_factor(v) for v in shapes])
mass_ratios = 2 * shapes**3 * slopes / (1 - shapes*slopes)
assert np.all(np.diff(mass_ratios) > 0)
small_gamma = 1e-9
limit_ratio = best_shape(small_gamma) / (np.pi*small_gamma/4)**(1/3)
assert abs(limit_ratio - 1) < 5e-3
assert abs(best_shape(0.99) - 1) < 0.01

# Best spherical trial, found by quadrature
sphere = minimize_scalar(lambda v: sum(energy_parts(v, v, EPS_MAIN)),
                         bounds=(1, 5), method="bounded",
                         options={"xatol": 1e-7})
sphere_formula = -3 * rydberg / (2 + GAMMA)
assert np.isclose(sphere.fun, sphere_formula, rtol=1e-5)
assert energy < sphere.fun

# Larger-basis ground level of the same Hamiltonian
assert np.isclose(diagonalized_level(1.0, 4, 12), -1, atol=1e-6)
level_small = diagonalized_level(GAMMA, 12, 10)
level_large = diagonalized_level(GAMMA, 16, 12)
assert abs(level_large - level_small) < 5e-4
reference = level_large * rydberg
assert reference < energy
assert (energy - reference) / abs(reference) < 0.02

invariant = -energy * a**2
eps_for_25 = EPS_MAIN * 2.5 / a
check_25 = formula_solution(eps_for_25)
assert np.isclose(check_25[0], 2.5, rtol=1e-10)
assert np.isclose(-check_25[2], invariant / 2.5**2, rtol=1e-10)
k_valley = VALLEY_FRACTION * 2 * np.pi / LATTICE
k_rms = 1 / (np.sqrt(3) * b)

print(f"transverse mass m_t = {M_T:.2f} electron masses")
print(f"longitudinal mass m_l = {M_L:.2f} electron masses")
print(f"mass ratio gamma = {GAMMA:.5f}")
print(f"dielectric constant, main case = {EPS_MAIN:.1f}")
print(f"hbar^2/(2 m_e) = {KIN:.4f} meV nm^2")
print(f"e^2/(4 pi eps0) = {COUL:.3f} meV nm")
print(f"effective Bohr radius a* = {bohr:.4f} nm")
print(f"effective rydberg Ry* = {rydberg:.4f} meV")
print(f"optimum shape s = b/a = {s:.5f}")
print(f"g(s) = {g_shape(s):.5f}")
print(f"t(s) = {t_shape(s, GAMMA):.5f}")
print(f"slope factor L(s) = {slope_factor(s):.5f}")
print(f"a/a* = {a/bohr:.5f}")
print(f"E/Ry* = {energy/rydberg:.5f}")
print(f"transverse radius a = {a:.4f} nm")
print(f"longitudinal radius b = {b:.4f} nm")
print(f"kinetic energy = {kinetic:.3f} meV")
print(f"potential energy = {potential:.3f} meV")
print(f"variational binding energy = {-energy:.3f} meV")
print(f"direct minimization: a = {direct[EPS_MAIN][0]:.4f} nm")
print(f"direct minimization: b = {direct[EPS_MAIN][1]:.4f} nm")
print(f"direct minimization: binding = {-direct[EPS_MAIN][2]:.3f} meV")
print(f"envelope density at nucleus = {1/(np.pi*a*a*b):.5f} nm^-3")
print(f"best spherical radius = {sphere.x:.4f} nm")
print(f"best spherical binding = {-sphere.fun:.3f} meV")
print(f"gain from anisotropy = {sphere.fun-energy:.3f} meV")
print(f"diagonalized level, smaller basis = {level_small:.5f} Ry*")
print(f"diagonalized level, larger basis = {level_large:.5f} Ry*")
print(f"diagonalized binding energy = {-reference:.3f} meV")
print(f"remaining variational error = {energy-reference:.3f} meV")
print(f"dielectric constant, second case = {EPS_ALT:.1f}")
print(f"second case: a = {a_alt:.4f} nm")
print(f"second case: b = {b_alt:.4f} nm")
print(f"second case: binding energy = {-energy_alt:.3f} meV")
print(f"binding energy times a^2 = {invariant:.3f} meV nm^2")
print(f"dielectric constant giving a = 2.5 nm: {eps_for_25:.3f}")
print(f"b when a = 2.5 nm: {check_25[1]:.4f} nm")
print(f"binding energy when a = 2.5 nm: {-check_25[2]:.3f} meV")
print(f"a when binding energy = 31 meV: {np.sqrt(invariant/31):.4f} nm")
print(f"small-gamma test value = {small_gamma:.1e}")
print(f"shape / small-gamma limit = {limit_ratio:.5f}")
print(f"lattice constant used = {LATTICE:.3f} nm")
print(f"valley position = {VALLEY_FRACTION:.2f} of 2 pi/lattice constant")
print(f"valley wavevector k0 = {k_valley:.3f} nm^-1")
print(f"rms longitudinal envelope wavevector = {k_rms:.4f} nm^-1")
print(f"rms wavevector / k0 = {k_rms/k_valley:.4f}")
print("finished without a failed check")
```

Running it gives:

```
transverse mass m_t = 0.19 electron masses
longitudinal mass m_l = 0.92 electron masses
mass ratio gamma = 0.20652
dielectric constant, main case = 11.4
hbar^2/(2 m_e) = 38.0998 meV nm^2
e^2/(4 pi eps0) = 1439.965 meV nm
effective Bohr radius a* = 3.1751 nm
effective rydberg Ry* = 19.8914 meV
optimum shape s = b/a = 0.57330
g(s) = 1.17200
t(s) = 0.87612
slope factor L(s) = 0.41700
a/a* = 0.74754
E/Ry* = -1.56779
transverse radius a = 2.3735 nm
longitudinal radius b = 1.3607 nm
kinetic energy = 31.186 meV
potential energy = -62.371 meV
variational binding energy = 31.186 meV
direct minimization: a = 2.3735 nm
direct minimization: b = 1.3607 nm
direct minimization: binding = 31.186 meV
envelope density at nucleus = 0.04152 nm^-3
best spherical radius = 2.3353 nm
best spherical binding = 27.044 meV
gain from anisotropy = 4.141 meV
diagonalized level, smaller basis = -1.56885 Ry*
diagonalized level, larger basis = -1.56922 Ry*
diagonalized binding energy = 31.214 meV
remaining variational error = 0.028 meV
dielectric constant, second case = 11.9
second case: a = 2.4776 nm
second case: b = 1.4204 nm
second case: binding energy = 28.620 meV
binding energy times a^2 = 175.684 meV nm^2
dielectric constant giving a = 2.5 nm: 12.008
b when a = 2.5 nm: 1.4332 nm
binding energy when a = 2.5 nm: 28.109 meV
a when binding energy = 31 meV: 2.3806 nm
small-gamma test value = 1.0e-09
shape / small-gamma limit = 1.00009
lattice constant used = 0.543 nm
valley position = 0.85 of 2 pi/lattice constant
valley wavevector k0 = 9.836 nm^-1
rms longitudinal envelope wavevector = 0.4243 nm^-1
rms wavevector / k0 = 0.0431
finished without a failed check
```
